# How edge fluctuations make a large surface island diffuse

Suppose that every atom leaving the edge of a surface island were taken to come back at a random point of that edge. The island's diffusion coefficient would then fall as the inverse of its radius, whatever the size. For an island of radius 500 nm on a terrace where the characteristic length introduced below is 100 nm, this estimate of the terrace contribution is too large by a factor of six, because most atoms return close to where they left. The opposite error is to read an exponent between the ideal values as a new mechanism, when it may be a mixture of known ones. Both errors are avoided by following what one atomic excursion does to the centre of the island.

Take a nearly circular island, one atomic layer high, of mean radius $R$ and area $A=\pi R^2$. Each of its atoms occupies an area $\Omega$. The edge has an isotropic line tension $\gamma$, and $kT\ll\gamma R$, so that the shape stays close to a circle. ($kT$ always denotes the thermal energy; $k$ alone will be the attachment velocity.) The surrounding terrace carries a dilute gas of adatoms with equilibrium density $c$ and diffusion coefficient $D_t$. The mean area is stationary, a condition examined later. Atoms are first exchanged with the lower terrace only. The diffusion coefficient $D$ of the centre $\mathbf X$ is defined by

$$\langle|\Delta\mathbf X|^2\rangle=4Dt .$$

Describe the edge by $r(\theta)=R+g(\theta)$. The $x$ coordinate of the centroid is

$$X=\frac1A\int_0^{2\pi}\!d\theta\int_0^{r(\theta)}\!\rho^2\cos\theta\,d\rho=\frac{1}{\pi R^2}\int_0^{2\pi}\frac{r^3}{3}\cos\theta\,d\theta .$$

To first order $r^3/3=R^3/3+R^2g$. The constant integrates to zero against the cosine, so

$$X=\frac1\pi\int_0^{2\pi}g\cos\theta\,d\theta .$$

For $g=\sum_n c_n\cos n\theta$ plus sine terms this gives $X=c_1$. At this order the first harmonic is the displacement of the island, and the higher harmonics change its shape.

The energy treats these two kinds of motion differently. To second order the edge length is

$$\int\sqrt{r^2+r'^2}\,d\theta=2\pi R+\int g\,d\theta+\frac1{2R}\int g'^2d\theta .$$

Fixing the area $\tfrac12\int r^2d\theta$ at $\pi R^2$ requires $R\int g\,d\theta+\tfrac12\int g^2d\theta=0$. Substituting this for the linear term, and using $\int\cos^2 n\theta\,d\theta=\int\sin^2 n\theta\,d\theta=\pi$, gives the energy of mode $n$:

$$E_n=\frac{\gamma}{2R}\int(g'^2-g^2)\,d\theta=\frac{\pi\gamma(n^2-1)}{2R}\,c_n^2 .$$

Mode 1 costs nothing, as a translation must. For $n\ge2$, equipartition sets $\langle E_n\rangle=kT/2$, hence

$$\langle c_n^2\rangle=\frac{kT\,R}{\pi\gamma(n^2-1)} .$$

Shape fluctuations therefore saturate, while the centre has no restoring force and can wander without bound.

Now count events. When one atom is carried from one edge point to another through a vector $\boldsymbol\Delta$, the centroid moves by $\Omega\boldsymbol\Delta/A$, since the atom is a fraction $\Omega/A$ of the island. Starting points are spread uniformly around the edge, so the displacement averages to zero. A translated circle has the same curvature everywhere, so an earlier displacement does not bias later events, and by rotational symmetry the other modes do not couple to mode 1 in linear order. An excursion ends only when its atom is incorporated in the edge, for example at a kink. An atom that sticks briefly to a straight piece of edge and leaves again is still on the same excursion; counting its stops as separate steps would overestimate $D$. With this way of counting, the steps are taken as independent. If they occur at total rate $\nu$, their squares add:

$$D=\frac{\nu}{4}\,\langle\Delta^2\rangle\left(\frac{\Omega}{\pi R^2}\right)^2 .\tag{1}$$

The exponent now depends on how many excursions occur and how far each one carries its atom.

For exchange with the terrace, let $k$ be the attachment velocity: an adatom density $c$ at the edge produces $kc$ attachments per unit length and time, where only atoms that are incorporated count. In equilibrium detachments balance attachments, so

$$\nu=2\pi Rkc .$$

To find where an emitted atom returns, let $u(r,\theta)$ be the mean of $e^{i\theta'}$, where $\theta'$ is the angle of its eventual attachment and $(r,\theta)$ its present position. A random walker's expectation equals the average over its next positions, so $\nabla^2u=0$ on the terrace. At the edge, consider a site from which the atom hops outward through a distance $a$ at rate $D_t/a^2$ and attaches at rate $k/a$. The average over the next event gives

$$\frac{D_t}{a^2}[u(R+a)-u(R)]+\frac ka[e^{i\theta}-u(R)]=0 .$$

Hops along the edge add terms that vanish after multiplication by $a$ when $a\to0$. What remains is

$$D_t\frac{\partial u}{\partial r}=k\,(u-e^{i\theta})\qquad(r=R).$$

The bounded harmonic function with this angular dependence is $u=p(R/r)e^{i\theta}$. Its radial derivative at the edge is $-pe^{i\theta}/R$, so $-D_tp/R=k(p-1)$. With $\ell=D_t/k$,

$$p=\langle\cos(\theta'-\theta)\rangle=\frac{R}{R+\ell} .$$

The squared chord between two points of the circle is $2R^2[1-\cos(\theta'-\theta)]$. Therefore

$$\langle\Delta^2\rangle=2R^2(1-p)=\frac{2R^2\ell}{R+\ell} .$$

Inserting the rate and this distance into (1), and using $k\ell=D_t$, one finds

$$D_{\rm terr}=\frac{2\pi Rkc}{4}\,\frac{2R^2\ell}{R+\ell}\,\frac{\Omega^2}{\pi^2R^4}
=\frac{\Omega^2cD_t}{\pi R(R+\ell)} .\tag{2}$$

If $R\ll\ell$, an atom meets the edge many times before it attaches and forgets its starting point. Then $\langle\Delta^2\rangle=2R^2$ and

$$D_{\rm AD}=\frac{\Omega^2kc}{\pi R}$$

for attachment-detachment control. If $R\gg\ell$, the atom usually returns soon, $\langle\Delta^2\rangle=2R\ell$, and

$$D_{\rm TD}=\frac{\Omega^2D_tc}{\pi R^2}$$

for terrace diffusion. The attachment velocity has dropped out: a faster edge emits more atoms, but the mean squared distance to their recapture is smaller by the same factor. On an unbounded terrace with no desorption and no other step nearby, and for fixed, finite $\ell$, the inverse-radius law of the terrace route therefore requires $R\ll\ell$; it is not the limit of large $R$.

This result was compared with random walks on a square lattice, solved as linear equations, for islands of radius 20.5 and 40.5 lattice spacings inside a reflecting rim at three radii. The rate of each attachment bond, relative to a terrace hop, was $10^{-4}$ in the attachment case and 1 in the terrace case. A lattice circle of radius $R$ has about $8R$ such bonds on a circumference $2\pi R$, so in lattice units $k$ is $4/\pi$ times the bond rate. The exponents between the two sizes were 1.01 and 1.99, and the lattice values of $D$ lay within 1.3% of the formula, corrected for the rim as derived below.

Atoms can also move along the edge without leaving it. Let $c_e$ be their number per unit length and $D_e$ their diffusion coefficient. They are emitted and absorbed by kinks. On a row of sites with spacing $a$, the site beside a kink is occupied with probability $c_ea$, and its atom hops into the kink at rate $D_e/a^2$. By balance, the kink emits at the rate $c_eD_e/a$ on that side. If the next kink is a distance $w$ away, the probability of reaching it before returning is linear in position and equals $a/w$ at the start. The mean squared displacement is thus $w^2(a/w)=aw$. Both ends of the gap emit into it, so its contribution to rate times squared distance is

$$2\,\frac{c_eD_e}{a}\,aw=2c_eD_ew .$$

The gaps add up to $2\pi R$, which gives $\nu\langle\Delta^2\rangle=4\pi Rc_eD_e$. The kink spacing has cancelled, provided that $w\ll R$, so that arcs may replace chords, and that kinks accept atoms from both sides at the ordinary hop rate. If an extra barrier slows the hop into a kink from one side by a factor $\kappa$, equal gaps contribute only the fraction $w/(w-a+a/\kappa)$ of this amount, which is 0.53 for $w=10a$ and $\kappa=0.1$; the power of $R$ is unchanged, but the prefactor then depends on $w$. Such a barrier is left out below. Equation (1) yields

$$D_{\rm ED}=\frac14\,4\pi Rc_eD_e\,\frac{\Omega^2}{\pi^2R^4}=\frac{\Omega^2c_eD_e}{\pi R^3} .$$

Rings of 400 and 800 sites with randomly placed kinks, at mean spacings of 5 and 10 sites, gave an exponent of 3.00 and values of $D$ within 0.4% of this expression.

When the two routes act independently, their contributions add:

$$D=\frac{\Omega^2}{\pi R}\left[\frac{c}{1/k+R/D_t}+\frac{c_eD_e}{R^2}\right].\tag{3}$$

The first term contains two resistances in series, attachment and terrace transport. Edge diffusion is a path in parallel with them. The slower of two serial steps controls the terrace route, whereas the faster of the two parallel routes controls the island.

The same coefficients govern the relaxation of the shape, which gives a second derivation of (3). For a mode $n$ the curvature changes by

$$\delta\kappa=\frac{n^2-1}{R^2}\,g,$$

and the chemical potential of an edge atom by $\delta\mu=\Omega\gamma\,\delta\kappa$. The adatom density in equilibrium with the edge changes by $c\,\delta\mu/kT$. On the terrace, a density disturbance of amplitude $c_s$ at the edge decays as $(R/r)^n$ and carries an outward flux $nD_tc_s/R$. Equating this to the attachment law $k(c\,\delta\mu/kT-c_s)$ and eliminating $c_s$ gives the flux

$$\frac{c\,\delta\mu/kT}{1/k+R/(nD_t)} .$$

Along the edge, the current $-(c_eD_e/kT)\,\partial_s\mu$ has a divergence $n^2c_eD_e\,\delta\mu/(R^2kT)$. The atoms lost per unit length and time are thus $\Lambda_n\delta\mu/kT$, with

$$\Lambda_n=\frac{c}{1/k+R/(nD_t)}+\frac{n^2c_eD_e}{R^2} .$$

Each lost atom removes an area $\Omega$, so $\dot g=-\Gamma_ng$ with

$$\Gamma_n=\frac{\Omega^2\gamma(n^2-1)\Lambda_n}{kTR^2} .$$

For $n\ge2$, noise that increases $\langle c_n^2\rangle$ at rate $q_n$ produces a stationary variance $q_n/(2\Gamma_n)$. Equating it to the equipartition value fixes the noise:

$$q_n=2\Gamma_n\,\frac{kTR}{\pi\gamma(n^2-1)}=\frac{2\Omega^2\Lambda_n}{\pi R} .$$

The factor $n^2-1$ has cancelled, so the noise remains finite when the same kinetic law is applied to $n=1$, where the relaxation vanishes. Then $\langle X^2\rangle=q_1t=2Dt$ and $D=\Omega^2\Lambda_1/(\pi R)$, which is (3).

A nonlinear simulation of the whole edge checked this linear theory for small shape fluctuations. It took the three transport kernels as given, with $kT/(\gamma R)=0.001$, 15 angular sectors and 4000 copies. The centre diffused at 0.985, 0.993 and 0.999 times the predicted rate for attachment, terrace and edge kinetics, with a sampling error of about 0.016, and the variance of mode 2 agreed with equipartition within 2%. Corrections to $D$ from the fluctuating shape, of order $kT/(\gamma R)$ for the few long-wavelength modes kept here, would be too small to see in this run. The relaxation rate of mode 2 was 5% low for edge kinetics. The coarse angular grid accounts for this: replacing the second derivative by a difference over sectors of width $2\pi/15$ multiplies that rate by $[\sin(2\pi/15)/(2\pi/15)]^2=0.943$.

For a worked case, take round parameters in the rough regime of bilayer islands on Si(111) near 1200 K: $kT=0.1034$ eV, $\Omega=0.064$ nm², $\gamma=0.3$ eV/nm, $c=0.5$ nm⁻², $D_t=10^8$ nm²/s and $k=10^6$ nm/s, with $c_e=0.3$ nm⁻¹ and $D_e=10^8$ nm²/s for the edge. Then $\ell=10^8/10^6=100$ nm. For $R=50$ nm the two terms in the bracket of (3) are

$$\frac{0.5}{10^{-6}+0.5\times10^{-6}}=3.33\times10^5,\qquad
\frac{0.3\times10^8}{50^2}=1.2\times10^4,$$

both in nm⁻¹ s⁻¹. Multiplication by $\Omega^2/(\pi R)$ gives 8.7 and 0.3 nm²/s, so $D=9.0$ nm²/s, or $9.0\times10^{-14}$ cm²/s.

The event picture shows how small the individual steps are. The edge emits $1.57\times10^8$ atoms per second, each with an rms excursion of 58 nm. The island contains about $1.2\times10^5$ atoms, so one excursion moves its centre by only $4.7\times10^{-4}$ nm. Then $\tfrac14(1.57\times10^8)(4.7\times10^{-4})^2$ recovers the 8.7 nm²/s of the terrace route. The time $R^2/(4D)$ to diffuse one radius is 69 s, while mode 2 relaxes in 0.16 s. An adatom crosses a distance $R$ in about $R^2/D_t=2.5\times10^{-5}$ s, which supports the use of steady terrace diffusion.

With all parameters except the radius held fixed, the local exponent $\alpha=-d\ln D/d\ln R$ is as follows.

| $R$ (nm) | $D$ (nm²/s) | $\alpha$ |
|---:|---:|---:|
| 5 | 440 | 2.45 |
| 50 | 9.0 | 1.39 |
| 500 | 0.22 | 1.84 |
| 5000 | 0.0026 | 1.98 |

The exponent is not monotonic, and it never reaches 1. Its smallest value is 1.37, near $R=35$ nm. The reason follows from (3): the terrace term alone has exponent $1+R/(R+\ell)$, the edge term has exponent 3, and $\alpha$ is their average weighted by the shares of $D$. At 50 nm this is $0.965\times1.333+0.035\times3=1.39$. The two routes are equal at 8 nm, and $\ell$ is 100 nm. A clean inverse-radius law needs a much wider gap between these lengths. A measured exponent near 1.4 would not by itself identify a mechanism.

The surroundings of the island can change these results. If the upper terrace also exchanges atoms, the solution inside the circle is proportional to $r$, and its radial slope at the edge again has magnitude $1/R$ times its value. Provided that adatoms do not cross the step without being incorporated, the upper terrace adds a term like the first one in (3), with its own attachment velocity. For equal velocities $D$ rises by 97% at $R=50$ nm; a strong barrier to crossing the step from above suppresses this addition.

If the lower terrace ends at a reflecting rim of radius $L$, the first harmonic is proportional to $r+L^2/r$, whose slope vanishes at $L$. The ratio of flux to density at the island edge shows that $D_t$ in (2), including the $D_t$ inside $\ell=D_t/k$, is replaced by

$$D_t\,\frac{L^2-R^2}{L^2+R^2} .$$

For $L=10R$ this lowers $D$ by 0.65% at 50 nm. If the boundary at $L$ is instead a step that absorbs adatoms and holds their density at $c$, the harmonic is proportional to $L^2/r-r$ and the factor is inverted, $(L^2+R^2)/(L^2-R^2)$. For a fixed gap $d=L-R\ll R$ this is close to $R/d$, the terrace resistance becomes $d/D_t$, and the inverse-radius law appears even for $R\gg\ell$: with $d=200$ nm the exponent of the terrace term is 1.03 at $R=2000$ nm.

If adatoms desorb after a mean time $\tau$ and an equilibrium vapour replaces them, the density disturbance varies as $K_1(r/x_s)$, with $x_s=\sqrt{D_t\tau}$. The slope of this modified Bessel function replaces $D_t$, again also inside $\ell$, by

$$D_t\left[1+\frac{zK_0(z)}{K_1(z)}\right],\qquad z=\frac R{x_s} .$$

For $z\gg1$ the bracket approaches $z$, and the terrace resistance $R/D_t$ becomes $x_s/D_t$, independent of $R$. The inverse-radius law then returns. To make the effect visible, take a desorption energy of 3 eV, which is too low for silicon, and an attempt rate of $10^{13}$ s⁻¹. Then $x_s$ is about 6 µm. Desorption raises $D$ by 0.01% at 50 nm but by 50% at 5000 nm, so the last row of the table holds only if desorption is negligible. The vapour matters for small islands too, because without it they evaporate. It does not by itself hold their area steady: a vapour of fixed pressure in balance with the curved edge gives an unstable equilibrium, and on an open terrace a small error in the radius of a 50 nm island would grow by a factor $e$ in about 1.5 s. With these numbers an adatom desorbs after about 0.4 s. In vacuum, a 50 nm island on a closed terrace of radius 500 nm would lose half its area in less than 0.1 s. Even with a vapour in balance with a straight edge it would do so in about 14 s, less than the 69 s needed to diffuse one radius. Real silicon evaporates far more slowly. Its vapour pressure at 1200 K, about $10^{-7}$ Pa, corresponds for the same $c$ to an adatom lifetime of roughly 300 s and to $x_s$ near 170 µm. Desorption then raises $D$ by only about 0.3% at 5000 nm, and the last two times become roughly 45 s and 3 hours.

The assumption of a stationary area is more delicate. On a closed terrace with $N$ adatoms, the free energy as a function of island area has the second derivative

$$F''=-\frac{\gamma}{2\pi R^3}+\frac{kT}{\Omega^2N} .$$

The first term comes from differentiating the edge energy $2\gamma\sqrt{\pi A}$ twice. The second comes from the dilute gas, which loses $1/\Omega$ atoms per unit of island area gained. The area is locally stable if $F''>0$, that is, if

$$N<\frac{2\pi R^3kT}{\Omega^2\gamma} .$$

For the 50 nm island this limit corresponds to a closed terrace of radius roughly 6 µm, provided that no atoms are exchanged with a vapour. Close to the limit the free-energy barrier against dissolution is less than $kT$, and thermal fluctuations can destroy the island, so the terrace must be clearly smaller.

An open sink changes the outcome. If it holds the distant adatom density at $c$, the excess density in equilibrium with the curved edge is $c\Omega\gamma/(kTR)$. Under attachment control the island then loses area at the constant rate $2\pi\Omega^2kc\gamma/kT$. Since $|dA|=2\pi R|dR|$, the mean square displacement gained while the radius changes by $dR$ is

$$4D_{\rm AD}\,dt=\frac{4\Omega^2kc}{\pi R}\,\frac{2\pi R\,|dR|\,kT}{2\pi\Omega^2kc\gamma}=\frac{4kT}{\pi\gamma}\,|dR| .$$

The kinetic coefficients cancel: they speed up decay and diffusion equally. With the full kinetics of the example and a sink at $10R$, half the area is lost in 0.22 s, during which the rms displacement is only 3.1 nm. In this example the island cannot diffuse over a full radius unless its area is held steady. Edge diffusion moves the island without feeding the sink, but to carry it over one radius before half the area is lost, $c_eD_e$ would have to be more than 5000 times larger. At the given $c_e$ that would require edge hops with almost no barrier.

The comparison with silicon must remain rough. Near 1200 K the Si(111) surface is above its 7×7 transition, and its steps are more nearly isotropic than at lower temperature. The chosen tension is of a plausible size, but $k$, $D_t$ and the edge parameters are orders of magnitude only, and $D$ inherits their uncertainty. A bilayer has two atoms per surface cell, so the cell area is $2\Omega$ and the model has $2\Omega c=0.064$ adatoms per cell; the real high-temperature surface carries more, roughly 0.2. At fixed mobilities this would triple the terrace term, although interactions between adatoms would then matter. At $R=5$ nm the curved edge raises the equilibrium adatom density by 3.7% in the linear law used here (3.8% from the full exponential), and $kT/(\gamma R)$ is 0.07, so the tabulated value there is less secure than at 50 nm. In a vapour deposition reactor the main assumption to fail is equilibrium: supersaturation makes islands grow, and adsorbed precursor fragments can alter every rate. Equation (3) is then at best an estimate for weak supersaturation, over times in which the radius hardly changes and with coefficients appropriate to the covered surface. At strong supersaturation the excess arrivals add noise that (3) does not contain. The numerical output below gives the separate contributions and corrections.

## Table of computed values

```
LATTICE EXCURSIONS: D(lattice)/D(formula)
attachment: 1.002, 0.998; exponent 1.009
crossover: 0.998, 0.997; exponent 1.696
terrace: 1.013, 1.006; exponent 1.988
upper terrace: 1.000; with desorption: 1.027
kink ring: 0.997, 0.996; exponent 3.001
EDGE SIMULATION: ratios to theory (D, mode-2 variance, mode-2 rate)
attachment: 0.985, 1.016, 1.015
terrace: 0.993, 0.988, 1.007
edge: 0.999, 1.001, 0.948
EXAMPLE INPUTS
T = 1200 K, kT = 0.1034 eV
Omega = 0.064 nm^2, gamma = 0.3 eV/nm
c = 0.5 nm^-2, Dt = 1.0e+08 nm^2/s, k = 1.0e+06 nm/s
ce = 0.3 nm^-1, De = 1.0e+08 nm^2/s
ell = Dt/k = 100.0 nm
R (nm): terrace part, edge part, D (nm^2/s), local exponent
5: 1.242e+02, 3.129e+02, 4.371e+02, 2.445
50: 8.692e+00, 3.129e-01, 9.005e+00, 1.391
500: 2.173e-01, 3.129e-04, 2.176e-01, 1.835
5000: 2.556e-03, 3.129e-07, 2.557e-03, 1.981
edge and terrace parts equal at R = 8.05 nm
smallest exponent 1.367 at R = 34.7 nm
ISLAND OF R = 50 nm
atoms in island = 1.227e+05
emission rate = 1.571e+08 1/s
rms excursion = 57.74 nm, centre step = 4.705e-04 nm
terrace part from these = 8.692 nm^2/s
D = 9.005 nm^2/s = 9.005e-14 cm^2/s
time to diffuse one radius R^2/(4D) = 69.4 s
mode-2 relaxation time = 0.157 s
adatom diffusion time R^2/Dt = 2.50e-05 s
area stable if closed terrace radius < 6487 nm
NEGLECTED EFFECTS, R = 50 nm unless stated
open sink at 10R: half the area lost in 0.216 s
rms displacement in that time = 3.11 nm
same, attachment limit = 2.54 nm
upper terrace with equal k: D rises by 96.5 %
closed terrace of radius 10R: D changes by -0.65 %
adatoms per surface cell (2 Omega) = 0.064
R = 5 nm: Gibbs-Thomson 3.71 %, kT/(gamma R) = 0.0689
R = 50 nm: Gibbs-Thomson 0.37 %, kT/(gamma R) = 0.0069
desorption: 3.0 eV, 1e+13 1/s, length 6306 nm
R = 50 nm: desorption raises D by 0.010 %
R = 500 nm: desorption raises D by 1.400 %
R = 5000 nm: desorption raises D by 50.343 %
```
